# Orbit-orbit operator: Hermiticity and the doubly occupied real orbital

## Problem

In the Breit-Pauli reduction, the magnetic interaction between the orbital motions of two electrons, with retardation to order $\alpha^2$, is

$$
H_{oo}=-\frac{\alpha^2}{2}\,K,\qquad K=G_{ij}\,p_{1i}p_{2j},\qquad G_{ij}=\frac{\delta_{ij}+n_in_j}{r}.
$$

Atomic units are used. Here $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf n=\mathbf r/r$, $\mathbf p=-i\nabla$, and repeated indices are summed. Both momenta stand to the right of $G_{ij}$, so it is not obvious that $K$ is Hermitian.

(a) Show that $\partial_iG_{ij}=0$, and deduce that $H_{oo}$ is Hermitian.

(b) Show that $\langle H_{oo}\rangle=0$ for the singlet with spatial part $\phi(\mathbf r_1)\phi(\mathbf r_2)$, where $\phi$ is real and normalized.

(c) For helium with a fixed nucleus, compare $e^{-\zeta(r_1+r_2)}$ with $e^{-\zeta(r_1+r_2)}(1+cr)$. Does the zero survive correlation?

"Hermitian" means $\langle\Psi|K\Phi\rangle=\langle K\Psi|\Phi\rangle$ for continuous, rapidly decaying functions with bounded first derivatives, whose second derivatives grow no faster than 1/distance where particles meet. Cusps are allowed. Self-adjointness is a stronger property and is not claimed.

## Hints

1. Differentiate the two parts of $G_{ij}$ separately. Then cut out a small sphere around $r=0$ and examine the surface term.
2. Move one derivative at a time from $\Phi$ to $\Psi^*$.
3. For a real orbital, $\phi\,\partial_i\phi$ is a gradient.
4. For a positive function $\Psi$, consider $\partial_{1i}\partial_{2j}\ln\Psi$. It vanishes for a product.

## Solution

### (a) Divergence and Hermiticity

For $r\neq0$, use $\partial_i r=r_i/r$:

$$
\partial_i\frac{\delta_{ij}}{r}=-\frac{r_j}{r^3},\qquad
\partial_i\frac{r_ir_j}{r^3}=\frac{3r_j+r_j}{r^3}-\frac{3r_ir_ir_j}{r^5}=+\frac{r_j}{r^3}.
$$

The sum is zero. A delta function could still hide at the origin, as it does in $\nabla^2(1/r)$. To exclude it, take a smooth decaying $f$ and integrate outside a sphere of radius $\varepsilon$. The outward normal of this region at the sphere is $-\mathbf n$, so

$$
\int_{r>\varepsilon}G_{ij}\,\partial_if\,d^3r=-\oint n_iG_{ij}f\,dS,\qquad n_iG_{ij}=\frac{2n_j}{r}.
$$

The surface term is at most $(2/\varepsilon)(4\pi\varepsilon^2)\max|f|=8\pi\varepsilon\max|f|$, which tends to zero. The omitted ball also contributes nothing in the limit, because $1/r$ is integrable. Hence

$$
\int G_{ij}\,\partial_if\,d^3r=0. \tag{1}
$$

Now consider

$$
\langle\Psi|K\Phi\rangle=-\int\Psi^*G_{ij}\,\partial_{1i}\partial_{2j}\Phi ,
$$

where the minus sign is $(-i)^2$. Integrate by parts over $\mathbf r_1$ at fixed $\mathbf r_2$. The derivative could act on $\Psi^*$ or on $G_{ij}$, but $\partial_{1i}G_{ij}=0$. The surface term at $r=\varepsilon$ is again of order $\varepsilon$, since $\Psi$ and $\nabla_2\Phi$ are bounded. A small sphere around a nucleus has area of order $\varepsilon^2$ and a bounded integrand, so it gives nothing either. Therefore

$$
\langle\Psi|K\Phi\rangle=+\int(\partial_{1i}\Psi^*)\,G_{ij}\,(\partial_{2j}\Phi). \tag{2}
$$

Next integrate by parts over $\mathbf r_2$. Since $G_{ij}$ is symmetric and depends on $\mathbf r_1-\mathbf r_2$, $\partial_{2j}G_{ij}=-\partial_jG_{ij}=0$. The surface terms vanish as before, and

$$
\langle\Psi|K\Phi\rangle=-\int(\partial_{1i}\partial_{2j}\Psi^*)\,G_{ij}\,\Phi=\langle K\Psi|\Phi\rangle .
$$

The last equality holds because $G_{ij}$ is real. At a cusp the second derivative may grow as $1/r$. Multiplied by $G_{ij}\sim1/r$, it is still integrable against $r^2dr$. As $\alpha^2/2$ is real, $H_{oo}$ is Hermitian too.

Both parts of $G_{ij}$ are needed. Take the normalized functions proportional to $1+x_1+iy_2z_1$ and $0.3+x_1x_2-0.5x_2+ix_1$, each times $e^{-(r_1^2+r_2^2)/2}$. For these, $\langle\Psi|A\Phi\rangle-\langle A\Psi|\Phi\rangle$ is $-0.1023$ when $A$ is the $\delta_{ij}/r$ part of $K$, and $+0.1023$ when $A$ is the $n_in_j/r$ part. Neither part is Hermitian alone.

### (b) The doubly occupied real orbital

$K$ does not act on spin, so the normalized spin function contributes a factor 1. With $\rho=\phi^2$ we have $\phi\,\partial_i\phi=\tfrac12\partial_i\rho$, and

$$
\langle K\rangle=-\int\!\!\int(\phi\,\partial_i\phi)(1)\,G_{ij}\,(\phi\,\partial_j\phi)(2)
=-\frac14\int\!\!\int\partial_i\rho(1)\,G_{ij}\,\partial_j\rho(2).
$$

At fixed $\mathbf r_2$, the integral over $\mathbf r_1$ is (1) with $f=\rho$ and the origin shifted to $\mathbf r_2$. It vanishes. A nuclear cusp in $\rho$ does no harm, because $\rho$ is continuous there and the extra surface term vanishes with the area. Thus $\langle H_{oo}\rangle=0$, whatever the shape of $\phi$.

Physically, $H_{oo}$ couples currents. A real orbital carries none: $\phi\,\mathbf p\,\phi=-\tfrac i2\nabla\rho$ is a pure gradient, and the divergence-free $G_{ij}$ does not respond to gradients. This picture applies to a product of orbitals. A vanishing mean current does not by itself make $\langle H_{oo}\rangle$ vanish: the correlated function in (c) and the determinant in Variation 2 are real and carry no current, yet they have $\langle K\rangle\neq0$.

The zero is a cancellation between two finite parts. For the $\delta_{ij}$ part, integrate by parts once in each variable. The two sign changes compensate:

$$
-\frac14\int\!\!\int\rho(1)\rho(2)\,\partial_{1i}\partial_{2i}\frac1r
=-\frac14\int\!\!\int\rho(1)\rho(2)\,4\pi\delta(\mathbf r)=-\pi\int\rho^2d^3r .
$$

Here $\partial_{1i}\partial_{2i}=-\nabla^2$ when acting on a function of $\mathbf r$, and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. Since the total is zero, the $n_in_j$ part is $+\pi\int\rho^2d^3r$.

### (c) Helium

**Product function.** The normalized density is $\rho=(\zeta^3/\pi)e^{-2\zeta r_1}$, so

$$
\pi\int\rho^2d^3r_1=\pi\,\frac{\zeta^6}{\pi^2}\,4\pi\,\frac{2}{(4\zeta)^3}=\frac{\zeta^3}{8}.
$$

Choose $\zeta=27/16=1.6875$, for which the nonrelativistic energy is $-2.8477$ hartree. Then $\zeta^3/8=0.6007$, and the two parts of $\langle K\rangle$ are $\mp0.6007$. With $\alpha^2/2=2.6626\times10^{-5}$, they contribute $+15.99$ and $-15.99$ microhartree to $\langle H_{oo}\rangle$. The total is zero.

**Correlated function.** For any real, positive $\Psi$ normalized to 1, $\langle K\rangle$ equals both $-\int\Psi G_{ij}\partial_{1i}\partial_{2j}\Psi$ and, by (2), $+\int(\partial_{1i}\Psi)G_{ij}(\partial_{2j}\Psi)$. Take half the sum and use

$$
\Psi\,\partial_{1i}\partial_{2j}\Psi-(\partial_{1i}\Psi)(\partial_{2j}\Psi)=\Psi^2\,\partial_{1i}\partial_{2j}\ln\Psi .
$$

This gives

$$
\langle K\rangle=-\frac12\int\Psi^2\,G_{ij}\,\partial_{1i}\partial_{2j}\ln\Psi. \tag{3}
$$

For a product, $\ln\Psi$ is a sum of one-electron terms and the mixed derivative vanishes, which recovers (b) for positive orbitals. For the correlated function only $L(r)=\ln(1+cr)$ survives, with $\partial_{1i}\partial_{2j}L=-\partial_i\partial_jL$. Contracting with $G_{ij}$,

$$
G_{ij}\,\partial_i\partial_jL=\frac1r\left(\nabla^2L+L''\right)=\frac2r\left(L''+\frac{L'}{r}\right),
$$

because $\nabla^2L=L''+2L'/r$ and $n_in_j\partial_i\partial_jL=L''$. Inserting $L'=c/(1+cr)$ and $L''=-c^2/(1+cr)^2$,

$$
L''+\frac{L'}{r}=\frac{-c^2r+c(1+cr)}{r(1+cr)^2}=\frac{c}{r(1+cr)^2},
$$

and therefore

$$
\langle K\rangle=c\left\langle\frac{1}{r^2(1+cr)^2}\right\rangle .
$$

This is positive for $c>0$, so $\langle H_{oo}\rangle$ is negative. It returns to zero as $c\to0$.

Minimizing the nonrelativistic energy gives $\zeta=1.850$ and $c=0.366$ (both in 1/bohr), with energy $-2.8911$ hartree. Quadrature in the two orderings gives:

| Form of $\langle K\rangle$ | $\delta_{ij}$ part | $n_in_j$ part | Sum |
|---|---:|---:|---:|
| both derivatives on the ket | 0.057 | 0.340 | 0.397 |
| one derivative on each side, as in (2) | 0.811 | −0.414 | 0.397 |

The parts depend on the ordering, while the sum does not. This checks the integration by parts in (2), the step on which the proof of Hermiticity rests, on a function with cusps. Hermiticity itself is trivially satisfied in a diagonal element of a real function; it was tested directly on the pair of complex functions in (a). The energy is

$$
\langle H_{oo}\rangle=-(2.6626\times10^{-5})(0.3973)\ \text{hartree}=-10.58\ \text{microhartree}=-2.322\ \text{cm}^{-1}.
$$

The factor $1+cr$ thus removes the zero found in (b), which is not a property of singlets in general. Not every kind of correlation removes it. If $\Psi$ is real and depends only on $r_1$ and $r_2$, then $\Psi\,\partial_{1i}\partial_{2j}\Psi$ is, at fixed $\mathbf r_2$, a radial field in $\mathbf r_1$, hence a gradient, and $\langle K\rangle$ vanishes by (1). Here it is the dependence on the interelectronic distance that matters. The value found here is that of a two-parameter trial function with a fixed nucleus. It omits the remaining correlation, and the omission is large for this quantity. A 95-term Hylleraas expansion in powers of $r_1+r_2$, $r_1-r_2$ and $r$, with energy $-2.9037$ hartree, gives $\langle K\rangle=0.278$, that is $\langle H_{oo}\rangle=-7.41$ microhartree or $-1.63$ cm$^{-1}$. The two-parameter function has the right sign but overestimates the magnitude by about 43%, although its energy is in error by only 0.4%.

## Variation 1: a complex orbital

*Put both electrons in $\phi=\pi^{-3/4}(x+iy)e^{-r^2/2}$, where $r$ in the orbital is the distance from its centre. Find $\langle K\rangle$.*

For complex $\phi$, with $\rho=|\phi|^2$,

$$
\phi^*\mathbf p\,\phi=\mathbf j-\frac i2\nabla\rho,\qquad \mathbf j=\operatorname{Im}(\phi^*\nabla\phi).
$$

By (1), every term containing a gradient drops out, leaving $\langle K\rangle=\iint j_i(1)G_{ij}j_j(2)$. Here $\mathbf j=\pi^{-3/2}(\hat{\mathbf z}\times\mathbf r)\,e^{-r^2}$.

Set $\mathbf r_1=\mathbf R+\mathbf r/2$ and $\mathbf r_2=\mathbf R-\mathbf r/2$, so that the exponential becomes $e^{-2R^2-r^2/2}$. Apart from the factor $\pi^{-3}e^{-2R^2-r^2/2}/r$, the integrand is

$$
R_x^2+R_y^2-\frac{r_x^2+r_y^2}{4}+\big[\mathbf n\cdot(\hat{\mathbf z}\times\mathbf R)\big]^2 ,
$$

since $\mathbf n\cdot(\hat{\mathbf z}\times\mathbf r)=0$. The Gaussian in $\mathbf R$ has $\langle R_x^2\rangle=\tfrac14$ and norm $(\pi/2)^{3/2}$. Averaging also over the directions of $\mathbf n$ gives $\tfrac12-\tfrac{r^2}{6}+\tfrac16$. Using $\int_0^\infty re^{-r^2/2}dr=1$ and $\int_0^\infty r^3e^{-r^2/2}dr=2$,

$$
\langle K\rangle=\pi^{-3}\left(\frac\pi2\right)^{3/2}4\pi\left(\frac23-\frac26\right)=\frac{\sqrt2}{3\sqrt\pi}=0.2660 .
$$

The two electrons circulate in the same sense, and their orbit-orbit energy $-(\alpha^2/2)\langle K\rangle$ is negative.

## Variation 2: two different real orbitals

*Take $a=\pi^{-3/4}e^{-r^2/2}$ and $b=\sqrt2\,z\,a$. Find the direct and exchange elements of $K$.*

The direct element is $-\tfrac14\iint\partial_i(a^2)(1)\,G_{ij}\,\partial_j(b^2)(2)=0$, again by (1). For exchange, define $\mathbf w=\tfrac12(a\nabla b-b\nabla a)$. Then $a\nabla b=\tfrac12\nabla(ab)+\mathbf w$ and $b\nabla a=\tfrac12\nabla(ab)-\mathbf w$. The gradients drop out and the two minus signs combine:

$$
\langle ab|K|ba\rangle=-\int\!\!\int(a\,\partial_ib)(1)\,G_{ij}\,(b\,\partial_ja)(2)=+\int\!\!\int w_i(1)\,G_{ij}\,w_j(2).
$$

Here $\mathbf w=\hat{\mathbf z}\,a^2/\sqrt2$. The separation $\mathbf r$ of two points drawn from $a^2$ has the density $(2\pi)^{-3/2}e^{-r^2/2}$, so $\langle1/r\rangle=4\pi(2\pi)^{-3/2}=\sqrt{2/\pi}$. The directional average of $1+n_z^2$ is $\tfrac43$. Hence

$$
\langle ab|K|ba\rangle=\frac12\cdot\frac43\sqrt{\frac2\pi}=\frac23\sqrt{\frac2\pi}=0.5319 .
$$

If $a$ and $b$ are both doubly occupied in one determinant, each of the two same-spin pairs contributes direct minus exchange, $-0.5319$, to $\langle K\rangle$. The opposite-spin pairs contribute zero. The total is $-2(0.5319)$, so $\langle H_{oo}\rangle=+0.5319\,\alpha^2$. The result of (b) therefore does not carry over in general to closed-shell determinants with several orbitals. It does survive when all the orbitals are real and spherically symmetric about one centre: $\mathbf w$ is then a radial field, hence a gradient, and the exchange element vanishes by (1).

## Computed values

```
alpha^2 = 5.325135e-05
Weak divergence test, components j = x, y, z (a.u.)
  delta part: 2.93215 -1.67552 2.09440
  nn part:    -2.93215 1.67552 -2.09440
  largest |sum| = 3e-14
Hermiticity defect <psi|A chi> - <A psi|chi> (a.u.)
  delta part: -0.102331 real, 0.000000 imag
  nn part:    0.102331 real, 0.000000 imag
  |sum| = 6e-16
Expectation values of G_ij p_1i p_2j, Gaussian orbitals (a.u.)
  real orbital, delta part = -0.172758
  real orbital, nn part = 0.172758
  real orbital, pi * integral of rho^2 = 0.172758
  real orbital, |sum| = 8e-16
  complex orbital x+iy, quadrature = 0.265962
  complex orbital x+iy, formula = 0.265962
  s, p_z pair: |direct| = 6e-17
  s, p_z pair: exchange, quadrature = 0.531923
  s, p_z pair: exchange, formula = 0.531923
Helium, product function
  zeta = 1.6875 1/bohr, energy = -2.847656 hartree
  delta part of G p p = -0.600677 a.u.
  nn part of G p p = 0.600677 a.u.
  delta part of H_oo = 15.9934 microhartree
  nn part of H_oo = -15.9934 microhartree
  |sum of G p p parts| = 2e-16 a.u.
Helium, correlated function
  zeta = 1.8497 1/bohr, c = 0.3658 1/bohr
  energy = -2.891121 hartree, V/T = -2.000000
  G p p, momenta on the right (a.u.):
    delta 0.057449, nn 0.339881, sum 0.397331
  G p p, p_1 moved to the bra (a.u.):
    delta 0.810878, nn -0.413547, sum 0.397331
  <H_oo> = -10.5792 microhartree
  <H_oo> = -2.3219 cm^-1
```
